\section*{Complex surface decay and oscillating hybridization gap in topological-insulator films, part 1}

(Sections cited here and not found follow in the second part.)

\section{Decay constants, closings and the signed level}

\subsection{Definitions and conventions}

A film of thickness $L$ occupies $-L/2<z<L/2$. Its electrons have two orbitals, on which the Pauli matrices $\tau_x,\tau_y,\tau_z$ act, and two spin states, on which $\sigma_x,\sigma_y,\sigma_z$ act. Let $k=-i\,d/dz$, and let $\mathbf k_\parallel=(k_x,k_y)$ be the conserved in-plane wavevector. The four-band Hamiltonian is
\begin{equation}
H=(-M+Bk^2+B_2k_\parallel^2)\tau_z+Ak\,\tau_x\sigma_z+A_2\tau_x(k_x\sigma_x+k_y\sigma_y),
\label{H4}
\end{equation}
with $A,B>0$. Energies are in eV and lengths in nm, so $A,A_2$ have the unit eV\,nm and $B,B_2$ the unit eV\,nm$^2$. The orbitals are inverted at the zone centre when $M>0$. The walls are hard: all components vanish at $z=\pm L/2$.

No term is proportional to the identity. Since $\tau_y$ anticommutes with $\tau_x$ and $\tau_z$, we have $\tau_yH\tau_y=-H$, and every level $E$ has a partner $-E$. This is the particle-hole symmetry used below.

At $\mathbf k_\parallel=0$, called $\Gamma$, the spin $\sigma_z$ is conserved. Spin up has
\begin{equation}
h=(-M+Bk^2)\tau_z+Ak\,\tau_x ,
\label{h}
\end{equation}
and spin down has $A\to-A$. The latter is $\tau_zh\tau_z$, with the same spectrum, so it suffices to study $h$. Define
\begin{equation}
\kappa=\frac{A}{2B},\qquad q=\sqrt{\frac MB-\kappa^2}\quad\text{when the root is real}.
\label{kq}
\end{equation}

Let $R$ reverse $z$. The parity $P=\tau_zR$ commutes with $h$: $k^2\tau_z$ is unchanged, while $k$ and $\tau_x$ each change sign. In the even sector, $P=+1$, the upper component is an even function and the lower one is odd. As $L\to0$ the term $Bk^2\tau_z$ dominates, because it scales as $L^{-2}$ while the others scale as $L^{-1}$ and $L^0$. The even levels then approach $+B(n\pi/L)^2$ for odd $n$ and $-B(n\pi/L)^2$ for even $n$. Call $E_+(L)$ the even level that is lowest among the positive ones as $L\to0$, followed by its place in the ordered even spectrum. It is continuous in $L$.

Since $P$ and $\tau_y$ anticommute, $\tau_y$ turns an even state of energy $E$ into an odd state of energy $-E$. The levels $E_+$ and $-E_+$ are the hybridized pair, and $2|E_+|$ is the hybridization gap at $\Gamma$. A gap cannot be negative; what passes through zero is the signed energy $E_+$.

\subsection{Theorem}

\emph{(a) For $M>0$ the zero-energy surface state has decay constants $\kappa\pm\sqrt{\kappa^2-M/B}$. They are complex if and only if $A^2<4MB$.}

\emph{(b) If $A^2<4MB$, the film has a zero-energy level at $\Gamma$ if and only if}
\begin{equation}
L=L_n=\frac{n\pi}{q},\qquad n=1,2,\dots,
\label{Ln}
\end{equation}
\emph{and $E_+$ changes sign at each $L_n$, with slope}
\begin{equation}
\left.\frac{dE_+}{dL}\right|_{L_n}=(-1)^n\,\frac{AM}{B\sinh\kappa L_n}.
\label{slope}
\end{equation}
\emph{(c) If $A^2\ge4MB$, which includes $M\le0$, then $E_+>0$ at every finite $L$.}

\subsection{Lemma 1: the zero-energy equation}

\emph{At $E=0$ the eigenvalue $s=\pm1$ of $\tau_y$ may be fixed, and $\psi=u(z)\chi_s$ with $\tau_y\chi_s=s\chi_s$ obeys}
\begin{equation}
Bu''-sAu'+Mu=0 .
\label{ueq}
\end{equation}

Proof. With $k=-i\,d/dz$, the equation $h\psi=0$ reads
\begin{equation}
-(M\psi+B\psi'')\text{ acted on by }\tau_z,\text{ plus }(-iA\tau_x\psi'),\text{ equals }0.
\end{equation}
Multiply from the left by $\tau_z$ and use $\tau_z^2=1$ and $\tau_z\tau_x=i\tau_y$. The last term becomes $-iA(i\tau_y)\psi'=A\tau_y\psi'$, so
\begin{equation}
-M\psi-B\psi''+A\tau_y\psi'=0 .
\end{equation}
The only matrix left is $\tau_y$. Projecting on its eigenvectors and changing the overall sign gives \eqref{ueq}. $\square$

\paragraph{Proof of (a).} Consider a half-space $z>0$ with a wall at $z=0$. Inserting $u=e^{-\lambda z}$ into \eqref{ueq} gives $B\lambda^2+sA\lambda+M=0$. For $s=-1$,
\begin{equation}
B\lambda^2-A\lambda+M=0,\qquad
\lambda_{1,2}=\frac{A\pm\sqrt{A^2-4MB}}{2B}.
\label{lam}
\end{equation}
The sum of the roots is $A/B>0$ and their product is $M/B$. For $M>0$ both have positive real part, and a combination of the two decaying exponentials vanishes at the wall. For $s=+1$ both roots have negative real part and nothing decays. The surface state therefore has $s=-1$ and the constants \eqref{lam}, which are complex exactly when $A^2<4MB$. Then $\lambda_{1,2}=\kappa\pm iq$, and the surface wave is
\begin{equation}
u(z)=e^{-\kappa z}\sin qz .
\label{surf}
\end{equation}
For $M<0$ the two roots have opposite signs; the single decaying exponential cannot vanish at the wall, and there is no zero-energy surface state. $\square$

\paragraph{Remark: the onset is not the change of the bulk minimum.} In the bulk, with $x=k^2$ now a number,
\begin{equation}
E^2=(-M+Bx)^2+A^2x=B^2x^2-(2MB-A^2)x+M^2 .
\end{equation}
The minimum lies at $x=(2MB-A^2)/2B^2$ if this is positive, hence away from $k=0$ when $A^2<2MB$. Its value is
\begin{align}
E_{\min}^2&=M^2-\frac{(2MB-A^2)^2}{4B^2}
=\frac{4MBA^2-A^4}{4B^2}\nonumber\\
&=A^2\left(\frac MB-\frac{A^2}{4B^2}\right)=A^2q^2 .
\label{edge}
\end{align}
For $2MB<A^2<4MB$ the bulk minimum is at $k=0$, yet the surface wave still oscillates.

\subsection{Lemma 2: all closings}

\emph{The film has a zero-energy level at $\Gamma$ if and only if $M/B-\kappa^2=(n\pi/L)^2$ for some positive integer $n$.}

Proof. In \eqref{ueq} put $u=e^{s\kappa z}w$. Then $u'=e^{s\kappa z}(w'+s\kappa w)$ and, since $s^2=1$, $u''=e^{s\kappa z}(w''+2s\kappa w'+\kappa^2w)$. Divide \eqref{ueq} by $Be^{s\kappa z}$ and use $A/B=2\kappa$:
\begin{equation}
w''+2s\kappa w'+\kappa^2w-2s\kappa w'-2\kappa^2w+\frac MBw=0 .
\end{equation}
The first derivatives cancel, leaving
\begin{equation}
w''+\left(\frac MB-\kappa^2\right)w=0,\qquad w(\pm L/2)=0 .
\label{weq}
\end{equation}
This is the equation of a particle between hard walls. It has a nonzero solution exactly when the bracket is $(n\pi/L)^2$, and then $w=\sin[n\pi(z+L/2)/L]$. $\square$

The bracket is positive only if $A^2<4MB$, and then the condition is $qL=n\pi$. This proves the first claim of (b). It also shows that no zero-energy level occurs under the conditions of (c). Since $E_+$ is continuous, positive as $L\to0$, and never zero in that case, (c) follows.

The physical reason for a closing is visible in \eqref{surf}. The tail of a surface state has nodes a distance $\pi/q$ apart. When the opposite wall stands on a node, the state of one surface already satisfies both wall conditions and is not disturbed by the other surface. A tail without nodes offers no such place.

At $L_n$ the choices $s=\pm1$ give two zero modes, one leaning to each wall. Parity exchanges them, because $P$ reverses $\tau_y$. Their sum and difference, with suitable phases, are one even and one odd state, so the even sector has a single zero level there.

\subsection{Lemma 3: the even levels}

\emph{Even levels satisfy $F(E,L)=0$, where, with $t_j=\tanh(\lambda_jL/2)$,}
\begin{equation}
F=\frac{M+E+B\lambda_1^2}{\lambda_1}t_1-\frac{M+E+B\lambda_2^2}{\lambda_2}t_2
\label{sec}
\end{equation}
\emph{and $\lambda_{1,2}^2$, assumed distinct and nonzero, are the roots of}
\begin{equation}
(M+B\lambda^2)^2-E^2=A^2\lambda^2 .
\label{quartic}
\end{equation}

Proof. Put the upper component equal to $a\cosh\lambda z$ and the lower one to $b\sinh\lambda z$. The two rows of $h\psi=E\psi$ are
\begin{align}
-(M+B\lambda^2)a-iA\lambda b&=Ea,\\
(M+B\lambda^2)b-iA\lambda a&=Eb .
\end{align}
The first row gives $b=i(M+E+B\lambda^2)a/(A\lambda)$. Inserting this in the second gives \eqref{quartic}. A general even solution combines both roots. At $z=L/2$ the upper component requires $a_1\cosh(\lambda_1L/2)=-a_2\cosh(\lambda_2L/2)$. The lower one requires
\begin{equation}
\sum_{j=1,2}a_j\frac{M+E+B\lambda_j^2}{\lambda_j}\sinh\frac{\lambda_jL}{2}=0 .
\end{equation}
Eliminating $a_1,a_2$ gives $F=0$. The conditions at $z=-L/2$ follow by parity. $\square$

\subsection{Lemma 4: the signed energy near zero}

\emph{For $A^2<4MB$, to first order in the energy,}
\begin{equation}
E_+\simeq E_1(L)=\frac{AM}{B}\,\frac{\sin qL}{q\sinh\kappa L-\kappa\sin qL}.
\label{E1}
\end{equation}

Proof. Equation \eqref{quartic} contains $E^2$, so the $\lambda_j$ change only at second order. At $E=0$ take $\lambda_{1,2}=\kappa\pm iq$, for which \eqref{lam} gives $M+B\lambda_j^2=A\lambda_j$. Hence
\begin{equation}
F=A(t_1-t_2)+E\left(\frac{t_1}{\lambda_1}-\frac{t_2}{\lambda_2}\right)+O(E^2).
\label{Flin}
\end{equation}
Setting the linear part to zero and multiplying numerator and denominator by $\lambda_1\lambda_2=M/B$ gives
\begin{equation}
E_1=\frac{AM}{B}\,\frac{t_2-t_1}{\lambda_2t_1-\lambda_1t_2}.
\end{equation}
Let $s_j,c_j$ be the hyperbolic sine and cosine of $\lambda_jL/2$, and multiply both parts by $c_1c_2$. The numerator becomes
\begin{equation}
s_2c_1-s_1c_2=\sinh\frac{(\lambda_2-\lambda_1)L}{2}=\sinh(-iqL)=-i\sin qL .
\end{equation}
For the denominator, the product formulas give $s_1c_2=\frac12(\sinh\kappa L+i\sin qL)$ and $s_2c_1=\frac12(\sinh\kappa L-i\sin qL)$. Therefore
\begin{align}
\lambda_2s_1c_2-\lambda_1s_2c_1
&=\tfrac12(\lambda_2-\lambda_1)\sinh\kappa L+\tfrac i2(\lambda_1+\lambda_2)\sin qL\nonumber\\
&=-i\,(q\sinh\kappa L-\kappa\sin qL).
\end{align}
The factors $-i$ cancel. The denominator of \eqref{E1} is positive, because $q\sinh\kappa L>q\kappa L>\kappa|\sin qL|$. $\square$

\paragraph{End of the proof of (b).} At $L_n$ the function $F$ vanishes at $E=0$, and its derivative with respect to $E$ does not. One smooth even level therefore passes through zero there. It differs from $E_1$ by terms of order $E^2$, which do not affect the slope at the zero. In the derivative of \eqref{E1} the term from the denominator carries $\sin qL_n=0$, while the numerator gives $q\cos n\pi=(-1)^nq$. This yields \eqref{slope}.

It remains to show that the crossing level is $E_+$ each time. At $L_1$ the slope is negative, so the lowest positive even level, $E_+$, moves down through zero and becomes the highest negative one. At $L_2$ the slope is positive, so the highest negative even level, again $E_+$, moves up. The argument repeats for every $n$. $\square$

\paragraph{Limit of uncoupled orbitals.} As $A\to0$, $L_n\to n\pi\sqrt{B/M}$ and $\sinh\kappa L_n\to AL_n/2B$, so the slope tends to $(-1)^n2M/L_n$. This is the slope of the separate subbands $\pm[-M+B(n\pi/L)^2]$, the upper sign for odd $n$. The oscillation thus grows continuously out of the successive inversion of ordinary subbands.

\section{Film gap, limits of the model and a worked case}

\subsection{Symbols and results carried over}

The film Hamiltonian is \eqref{H4}, with inversion energy $M$, curvatures $B,B_2$ and velocity terms $A,A_2$. At $\Gamma$ the spin-up block is $h=(-M+Bk^2)\tau_z+Ak\tau_x$, $\kappa=A/2B$ and $q^2=M/B-\kappa^2$. For $A^2<4MB$ the even-parity level $E_+$ changes sign at $L_n=n\pi/q$, its odd partner is $-E_+$, and near zero $E_+\simeq E_1$ from \eqref{E1}. Zero modes are $u=e^{s\kappa z}w$ times an eigenvector of $\tau_y$ with eigenvalue $s=\pm1$, where $w''+q^2w=0$.

\subsection{Proposition 1: thick films}

\emph{For $\kappa L\gg1$,}
\begin{equation}
E_+\simeq\frac{2AM}{Bq}\,e^{-\kappa L}\sin qL,
\label{thick}
\end{equation}
\emph{and the leading difference from $E_1$ is $E_+-E_1\simeq-E_1^2/2M$.}

Proof. Equation \eqref{thick} follows from \eqref{E1} with $\sinh\kappa L\to e^{\kappa L}/2$ and the small $\kappa\sin qL$ dropped. For the correction, set $t_j=1$ in \eqref{sec}; this costs terms of relative size $e^{-\kappa L}$. Since $\lambda_1-\lambda_2=-\lambda_1\lambda_2(1/\lambda_1-1/\lambda_2)$,
\begin{equation}
F\to\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)(M+E-B\lambda_1\lambda_2).
\end{equation}
The product of the roots of \eqref{quartic} gives $B\lambda_1\lambda_2=\sqrt{M^2-E^2}$, so the last bracket is $E+E^2/2M$ to second order. The ratio of the quadratic to the linear coefficient of $F$ is thus $1/2M$. The neglected parts of $t_j$ change this ratio by terms of order $Le^{-\kappa L}$, the factor $L$ coming from the shift of $\lambda_j$ inside $e^{-\lambda_jL}$. Solving the quadratic equation near its small root gives the stated difference. $\square$

At the onset $q\to0$ the first closing moves to infinite thickness. Beyond it, replacing $q$ by $i\eta$ with $\eta=\sqrt{\kappa^2-M/B}$ turns \eqref{E1} into a form that is again first order in the energy and holds only for $E_+\ll M$,
\begin{equation}
E_+\simeq\frac{AM}{B}\,\frac{\sinh\eta L}{\eta\sinh\kappa L-\kappa\sinh\eta L}\qquad(A^2>4MB,\ M>0),
\end{equation}
which is positive because $\sinh(x)/x$ grows with $x$ and $\kappa>\eta$.

For hard walls and $A^2<4MB$, the hybridization gap at $\Gamma$ closes exactly at $L_n=n\pi/q$, where $E_+$ changes sign, while for $A^2\ge4MB$ it never closes at finite thickness. It remains to treat in-plane motion and the meaning of the sign, to relax three assumptions, and to work through an example and compare it with a real layered telluride.
